# What the thickness dependence of tunnelling contact resistivity determines

**Question**

I am working on an exercise about metal contacts to heavily doped n-type germanium with a thin oxide between metal and semiconductor. On the tunnelling-limited branch, the contact resistivity rises tenfold for every extra 0.5 nm of oxide. I am asked to extract the product of the tunnelling mass and the barrier height, and to show that neither is determined separately.

I know that the wavefunction decays exponentially in the oxide, but three things bother me. Does the prefactor of the resistivity also depend on thickness and spoil the extraction? Could the absolute resistivity, which I also have, supply the missing second equation? And if not, what measurement would?

**Answer**

**Conventions and assumptions**

I use atomic units in the algebra ($\hbar=m_e=e=1$), so masses are in electron masses. The oxide has thickness $t$, one parabolic band of isotropic mass $m$, and a band edge at height $\varphi$ above the Fermi level. This $\varphi$ belongs to the oxide; it is not the Schottky barrier inside the germanium. Take direct tunnelling, a rectangular barrier, small bias and low temperature, and let any band bending in the germanium stay the same as $t$ changes.

**From decay to the product**

At the Fermi level, for motion normal to the interfaces, the wave equation in the oxide is

$$-\frac{1}{2m}\psi''+\varphi\psi=0 .$$

Inserting $\psi\propto e^{\pm\kappa x}$ gives $\kappa^2=2m\varphi$. The transmission probability is quadratic in the amplitude, so its leading decay is $e^{-2\kappa t}$. If the prefactor does not vary with $t$,

$$\rho(t)=\rho_0e^{2\kappa t},\qquad s\equiv\frac{d\ln\rho}{dt}=2\kappa=2\sqrt{2m\varphi}.$$

A tenfold rise over $\Delta t$ means $2\kappa\Delta t=\ln10$. Hence $\kappa=\ln10/(2\Delta t)$, and

$$m\varphi=\frac{\kappa^2}{2}=\frac{(\ln10)^2}{8\,\Delta t^2}.$$

For $\Delta t=0.5$ nm the slope is $s=2.3026/0.5=4.605$ nm$^{-1}$, so $\kappa=2.303$ nm$^{-1}$, or 0.2303 Å$^{-1}$. To convert the product, restore $\hbar^2/m_e=0.0762$ eV nm$^2$:

$$m\varphi=\tfrac12(0.0762)(2.303)^2\approx0.202\ m_e\,\text{eV},$$

which is 0.00742 in atomic units.

**Why the slope cannot separate the factors**

Replace $m$ by $\lambda m$ and $\varphi$ by $\varphi/\lambda$, with any $\lambda>0$. Then $2m\varphi$ is unchanged, so $\kappa$ and the whole function $\rho_0e^{2\kappa t}$ are unchanged when $\rho_0$ is a free constant. More thicknesses on the same straight line do not help. In differential form,

$$d\ln s=\tfrac12\left(d\ln m+d\ln\varphi\right),$$

so the slope constrains the sum of the logarithms and leaves their difference free. The solutions form a hyperbola in the $(m,\varphi)$ plane. Three of its points are $(0.20,\,1.010\text{ eV})$, $(0.40,\,0.505\text{ eV})$ and $(0.80,\,0.2525\text{ eV})$.

**Can the absolute resistivity help?**

This needs the prefactor. Let an electron arrive from the germanium with normal velocity $a$ and leave into the metal with normal velocity $c$. Define $b=\kappa/m$, $C=\cosh\kappa t$ and $S=\sinh\kappa t$. The wave is $e^{ik_1x}+re^{-ik_1x}$ for $x<0$ and $\tau e^{ik_3(x-t)}$ for $x>t$. Both $\psi$ and $\chi=\psi'/(\text{local mass})$ are continuous, the second because current is conserved.

At the metal side $\psi(t)=\tau$ and $\chi(t)=ic\tau$. Inside the oxide,

$$\psi(x)=\psi(t)\cosh\kappa(x-t)+\frac{\chi(t)}{b}\sinh\kappa(x-t).$$

Evaluating this function and its derivative divided by $m$ at $x=0$, and equating them to the values on the germanium side, gives

$$1+r=\tau\left(C-\frac{ic}{b}S\right),\qquad ia(1-r)=\tau\left(-bS+icC\right).$$

Divide the second equation by $ia$ and add it to the first. The unknown $r$ drops out:

$$2=\tau\left[\left(1+\frac ca\right)C+i\left(\frac ba-\frac cb\right)S\right].$$

The transmission probability is the ratio of transmitted to incident current, $T=(c/a)|\tau|^2$. Taking the squared modulus and multiplying numerator and denominator by $a^2$,

$$T=\frac{4ac}{(a+c)^2C^2+(b-ac/b)^2S^2}.$$

For $\kappa t\gg1$, both $C^2$ and $S^2$ tend to $e^{2\kappa t}/4$. The cross terms $2ac$ and $-2ac$ cancel in the sum of squares, leaving

$$T\simeq\frac{16ac\,e^{-2\kappa t}}{a^2+b^2+c^2+a^2c^2/b^2}.$$

The prefactor does contain $m$, through $b$. In a real contact, however, it also contains the interface quality, the effective area and the zero of the thickness scale. In the channel sum described below, at 0 K and 1 nm, going from the first pair to the third lowers $\rho$ from $3.89\times10^{-6}$ to $2.20\times10^{-6}$ ohm cm$^2$, with the germanium and metal held fixed. An error in the absolute thickness of

$$\frac{\ln(3.89/2.20)}{4.605\ \text{nm}^{-1}}\approx0.12\ \text{nm}$$

would do the same. A fourfold change of mass is therefore hidden by a fraction of an atomic layer.

Even perfect knowledge of $a$ and $c$ need not be enough. At fixed $\kappa$, replace $b$ by $b'=ac/b$. Then

$$b'-\frac{ac}{b'}=\frac{ac}{b}-b,$$

which has the same square as before. The transmission $T$ is thus identical at every thickness. Since $b=\kappa/m$, the twin mass is

$$m'=\frac{\kappa}{b'}=\frac{\kappa b}{ac}=\frac{\kappa^2}{mac}.$$

It differs from $m$ unless $b^2=ac$. For the second pair, with the germanium and metal velocities of the example below, the twin has $m'=1.29$ and $\varphi'=0.157$ eV, again with product 0.202 $m_e$ eV. This twin belongs to one channel, at the Fermi energy and zero in-plane wavevector. A sum over channels with different velocities does not in general share the symmetry.

**Does the prefactor depend on thickness?**

The contact is a sum over in-plane wavevectors $\mathbf k$. With the factor 2 for spin,

$$\frac1\rho=\frac{2e^2}{h}\int\frac{d^2k}{(2\pi)^2}\,T(\mathbf k),\qquad \kappa(k)=\sqrt{\kappa_0^2+k^2},\quad \kappa_0^2=2m\varphi.$$

The extra $k^2$ arises because in-plane kinetic energy is not available for normal motion. How much it matters depends on which $\mathbf k$ the semiconductor supplies.

*Small Fermi disc.* If the occupied states fill a disc of radius $k_t\ll\kappa_0$, expand $2\kappa(k)\simeq2\kappa_0+k^2/\kappa_0$. The slope becomes $2\kappa_0+\langle k^2\rangle/\kappa_0$, the average being weighted by transmission. When $a$ is small compared with $b$ and $c$, $T\propto a\propto\sqrt{1-y}$ with $y=k^2/k_t^2$. If also $k_t^2t/\kappa_0\ll1$, the exponential hardly changes this weight, and

$$\langle y\rangle=\frac{\int_0^1y\sqrt{1-y}\,dy}{\int_0^1\sqrt{1-y}\,dy}=\frac{4/15}{2/3}=\frac25,\qquad s\simeq2\kappa_0+\frac{0.4\,k_t^2}{\kappa_0}.$$

*Wide range of wavevectors.* If the in-plane range is effectively unlimited and the remaining prefactor is smooth, use $k\,dk=\kappa\,d\kappa$:

$$\int_0^\infty2k\,e^{-2t\kappa(k)}dk=\int_{\kappa_0}^\infty2\kappa e^{-2t\kappa}d\kappa=e^{-2\kappa_0t}\left(\frac{\kappa_0}{t}+\frac1{2t^2}\right).$$

For $\kappa_0t\gg1$ the bracket falls as $1/t$, so $s\simeq2\kappa_0+1/t$. At 1–2 nm this is not a small correction. With a true product of 0.202, the resistivities at 1 and 2 nm would then yield an apparent product of 0.277 $m_e$ eV, which is 37% too high. The dropped prefactor shifts this value: with the exact transmission and a free-electron source of 5 eV Fermi energy, the three pairs give 0.27, 0.29 and 0.30.

**Numbers for a Ge(111) contact**

Germanium has four equivalent conduction valleys along the ⟨111⟩ directions. On a (111) surface one of them projects to zero in-plane wavevector. I take rough masses of 1.6 along the valley axis and 0.08 across it, a doping of $2\times10^{19}$ cm$^{-3}$, flat bands in the germanium, and a free-electron metal with a Fermi energy of 5 eV.

One valley holds $n/4$ electrons, and $n/4=(2m_dE_F)^{3/2}/(3\pi^2)$ with $m_d=(0.08^2\times1.6)^{1/3}$. This gives $E_F=0.049$ eV above the band edge at 0 K. The disc radius is $k_t=\sqrt{2(0.08)E_F}=0.321$ nm$^{-1}$, and the slope correction is

$$\frac{0.4\,(0.321)^2}{2.303}\approx0.018\ \text{nm}^{-1},$$

or 0.4% of the slope. At low temperature the simple extraction is therefore sound here, provided the in-plane wavevector is conserved. In that case the other three valleys, which sit at large $k$, decay much faster: over 1 nm they lose a further factor of $7.5\times10^{-7}$ relative to the central valley, if the same isotropic oxide band is used for them.

The full channel sum, evaluated at 1 and 2 nm, gives these apparent products:

| $m$ | $\varphi$ (eV) | 0 K ($m_e$ eV) | 300 K ($m_e$ eV) |
|---|---|---|---|
| 0.20 | 1.010 | 0.203 | 0.193 |
| 0.40 | 0.505 | 0.202 | 0.176 |
| 0.80 | 0.2525 | 0.202 | 0.120 |

At 0 K all three agree with 0.202 to within 1%. The remaining differences come from the disc correction and from the terms dropped in the thick-barrier limit, and they are far smaller than the effect of a realistic thickness error.

At 300 K the pairs separate. (This column counts only the central ⟨111⟩ valley. Germanium's zone-centre valley, about 0.14 eV higher, would lower the values by a few per cent at most.) An electron at energy $\varepsilon$ above the Fermi level sees a barrier $\varphi-\varepsilon$. For $\varepsilon\ll\varphi$ its decay rate is

$$2\sqrt{2m(\varphi-\varepsilon)}\simeq2\kappa_0\left(1-\frac{\varepsilon}{2\varphi}\right).$$

The hot electrons therefore reduce the slope, and a given $\varepsilon$ matters more when $\varphi$ is low. For the lowest barrier this expansion is poor, and the channel sum also includes emission over the top. Temperature dependence thus carries information about $\varphi$ that the low-temperature slope lacks. It also means that a tenfold rise per 0.5 nm measured at room temperature would, in this model, imply a true product above 0.202 for barriers up to about 2 eV. From about 3 eV upward the thermal reduction is smaller than the disc correction, and the apparent product exceeds the true one by up to about 1%.

**A measurement that separates the factors**

Suppose $\varphi$ can be raised by a known amount $\delta$ without changing $m$. The two slopes satisfy $s_1^2=8m\varphi$ and $s_2^2=8m(\varphi+\delta)$. Subtracting removes the unknown barrier:

$$m=\frac{s_2^2-s_1^2}{8\delta}.$$

For the second pair and $\delta=0.10$ eV, solving the matching equations numerically at 3 and 4 nm gives slopes of 4.6052 and 5.0405 nm$^{-1}$. Then

$$m=0.0762\times\frac{5.0405^2-4.6052^2}{8\times0.10}\approx0.40,$$

and $\varphi=0.202/0.40\approx0.505$ eV. The subtraction is demanding: independent 1% errors in the two slopes produce about 16% error in $m$. An independent determination of $\varphi$ would serve equally well, since $m$ then follows from the product.

**How far to trust 0.202 in a real contact**

Thin oxides are placed between metals and n-type germanium to weaken Fermi-level pinning. The resistivity can first fall with thickness, as the barrier in the germanium drops, before tunnelling through the oxide makes it rise. The extraction belongs to the rising branch. A decade per 0.5 nm points to a low oxide barrier or a light mass: with $m=0.4$ and $\varphi=2$ eV, more like a wide-gap insulator, a decade would take only about 0.25 nm. The doping used here is high but in the range of interest for low-resistance contacts. The calculated resistivities omit any barrier left in the germanium.

Several assumptions can move the inferred product, in the estimates below by roughly 15 to 40 per cent:

- **Germanium barrier.** If its resistive factor still falls twofold per nm, the oxide slope is larger than the measured one by $\ln2$ per nm, and the true product is 0.267 $m_e$ eV. If the factor rises twofold per nm, it is 0.146.
- **Disorder.** An amorphous oxide need not conserve in-plane wavevector. If scattering at the interface spreads the electrons evenly over a wide range of in-plane wavevectors, the wide-range result above applies approximately. Requiring its closed form to rise by the measured decade per 0.5 nm between 1 and 2 nm gives $\kappa_0\approx1.90$ nm$^{-1}$, so the true product is about 0.138 $m_e$ eV instead of 0.202. Keeping the $k$-dependent prefactor, for a free-electron source of 5 eV Fermi energy, gives 0.14, 0.13 and 0.12 for $m=0.2$, 0.4 and 0.8.
- **Thickness calibration.** Since $m\varphi\propto\Delta t^{-2}$, a true step of 0.45 or 0.55 nm gives 0.249 or 0.167 $m_e$ eV.
- **Oxide band structure.** In a symmetric two-band model with gap $E_g$, $\kappa^2=2m\varphi(1-\varphi/E_g)$. For the second pair and $E_g=3$ eV the apparent product is 0.168, below the true 0.202. The slope still supplies one equation for $m$ and $\varphi$, but its solutions no longer have a constant product.
- **Image forces.** With relative permittivities of 5 for the oxide and 16 for germanium, and one image charge per interface, the second pair gives an apparent 0.175; the full image series gives 0.173.

Finite bias matters less unless the barrier is low. For the second pair, a rough semiclassical estimate with 0.10 V across the oxide gives 0.199; the field at 1 nm is 1 MV/cm. This estimate weights all energies in the bias window equally. The germanium fills only 0.049 eV below its Fermi level, so for electrons leaving it the reduction is larger: the channel sum through the tilted barrier gives about 0.188, 7% low, for the second pair, and 0.174, 14% low, for the third. These estimates change one assumption at a time and should not simply be added. For your exercise the answer is $m\varphi\approx0.20\ m_e$ eV; for a real device, even the first digit needs independent support, since single assumptions above move the inferred product between about 0.12 and 0.27, and a slope measured at room temperature adds a shift that depends on the unknown $\varphi$. The numerical output below lists the inputs and the values for the worked examples.

## Computed results

```
Thickness per decade: 0.50 nm
Slope d ln(rho)/dt: 4.6052 1/nm
Decay constant: 2.3026 1/nm = 0.23026 1/angstrom
Product mass*barrier: 0.007423 atomic units
Product mass*barrier: 0.2020 m_e eV
Ge masses, long/transverse: 1.60, 0.08 m_e
Ge doping: 2.0e+19 cm^-3
Ge Fermi energy above band edge, 0 K: 0.0491 eV
Ge chemical potential above edge, 300 K: 0.0350 eV
Metal Fermi energy: 5.0 eV
Ge Fermi-disc radius: 0.3211 1/nm
Disc correction to slope: 0.0179 1/nm
Pair 1: mass 0.20 m_e, barrier 1.0100 eV
  rho, 0 K, at 1.0/1.5/2.0 nm: 3.889e-06, 3.916e-05, 3.950e-04 ohm cm2
  rho, 300 K, at 1.0/1.5/2.0 nm: 3.423e-06, 3.246e-05, 3.081e-04 ohm cm2
  apparent product, 0 K: 0.2034 m_e eV
  apparent product, 300 K: 0.1929 m_e eV
Pair 2: mass 0.40 m_e, barrier 0.5050 eV
  rho, 0 K, at 1.0/1.5/2.0 nm: 2.475e-06, 2.464e-05, 2.483e-04 ohm cm2
  rho, 300 K, at 1.0/1.5/2.0 nm: 1.943e-06, 1.669e-05, 1.438e-04 ohm cm2
  apparent product, 0 K: 0.2023 m_e eV
  apparent product, 300 K: 0.1764 m_e eV
Pair 3: mass 0.80 m_e, barrier 0.2525 eV
  rho, 0 K, at 1.0/1.5/2.0 nm: 2.198e-06, 2.179e-05, 2.195e-04 ohm cm2
  rho, 300 K, at 1.0/1.5/2.0 nm: 1.352e-06, 8.789e-06, 4.728e-05 ohm cm2
  apparent product, 0 K: 0.2019 m_e eV
  apparent product, 300 K: 0.1203 m_e eV
Single-channel twin of pair 2: mass 1.2892 m_e
Single-channel twin of pair 2: barrier 0.1567 eV
Known barrier shift: 0.10 eV
Slopes before/after shift: 4.6052, 5.0405 1/nm
Mass recovered from two slopes: 0.4000 m_e
Neglected effects, pair 2 where a pair is needed:
  apparent product, wide in-plane range: 0.2769 m_e eV
  oxide gap for two-band estimate: 3.0 eV
  apparent product, two-band oxide: 0.1680 m_e eV
  permittivities, oxide/Ge: 5.0, 16.0 (relative)
  apparent product, image forces: 0.1745 m_e eV
  bias: 0.10 V; field at 1 nm: 1.00 MV/cm
  apparent product, finite bias: 0.1994 m_e eV
  Ge lattice constant: 0.566 nm
  side-valley/centre-valley decay at 1 nm: 7.53e-07
  true product if Ge factor falls 2x per nm: 0.2674 m_e eV
  true product if Ge factor rises 2x per nm: 0.1458 m_e eV
  product if true step is 0.45 nm: 0.2494 m_e eV
  product if true step is 0.55 nm: 0.1669 m_e eV
```
